# Klapisch's parametric potential: optimising energies with orthogonal orbitals

Suppose that the energies of two configurations of an atom are needed, together with matrix elements between them. One decision comes first: should each configuration have its own potential, or should both share one? Potentials optimised separately, one for each configuration within the same family, give energies at least as low as a shared one. A shared one gives orbitals that are orthogonal throughout, so the ordinary rules for matrix elements between determinants apply. The choice requires knowing why sharing guarantees orthogonality and what it costs in energy.

The treatment is nonrelativistic, with a fixed point nucleus of charge \(Z\). Hartree atomic units are used: energies in hartree, lengths in bohr. A spatial orbital is \(P(r)Y_{lm}/r\), with \(P\) real and \(\int_0^\infty P^2dr=1\).

## Two electrons by hand

Give both electrons of a two-electron atom the trial potential \(U=-\zeta/r\), with one parameter \(\zeta>0\). The lowest orbital and its energy are

\[
P_{1s}=2\zeta^{3/2}re^{-\zeta r},\qquad \varepsilon_{1s}=-\zeta^2/2 .
\]

The independent-electron Hamiltonian \(H_0\) contains \(U\); the full Hamiltonian \(H\) contains \(-Z/r_i\) and \(1/r_{12}\). Therefore

\[
H-H_0=\frac1{r_{12}}-(Z-\zeta)\left(\frac1{r_1}+\frac1{r_2}\right).
\]

The repulsion follows from electrostatics. One electron has radial density \(4\zeta^3r^2e^{-2\zeta r}\), whose potential is \([1-e^{-2\zeta r}(1+\zeta r)]/r\), a case of the shell formula derived below. Averaging over the other electron gives

\[
\left\langle\frac1{r_{12}}\right\rangle
=4\zeta^3\int_0^\infty r e^{-2\zeta r}\left[1-e^{-2\zeta r}(1+\zeta r)\right]dr
=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac1{32\zeta^2}\right]
=\frac58\zeta .
\]

With \(\langle1/r\rangle=\zeta\), the first two orders are

\[
E^{(0)}=-\zeta^2,\qquad
E^{(1)}=\tfrac58\zeta-2(Z-\zeta)\zeta,
\]
\[
E^{(0)}+E^{(1)}=\zeta^2-2Z\zeta+\tfrac58\zeta .
\]

The sum is \(\langle H\rangle\), a variational energy. Its derivative vanishes at \(\zeta=Z-5/16\), and its second derivative is \(2\), so this is a minimum.

Now take a 2s orbital from another potential, \(-\eta/r\):

\[
P_{2s}=\frac{\eta^{3/2}}{\sqrt2}\,r\left(1-\frac{\eta r}{2}\right)e^{-\eta r/2}.
\]

With \(s=\zeta+\eta/2\), the overlap is

\[
\langle1s|2s\rangle=\sqrt2(\zeta\eta)^{3/2}\left(\frac2{s^3}-\frac{3\eta}{s^4}\right)
=\frac{2\sqrt2(\zeta\eta)^{3/2}(\zeta-\eta)}{(\zeta+\eta/2)^4}.
\]

It vanishes for \(\eta=\zeta\), whether or not \(\zeta\) is optimal. Orthogonality comes from sharing the potential; the minimisation improves the energy.

The Coulomb form has a defect. An electron far outside the charge cloud of the other one should see charge \(Z-1\), and near the nucleus it should see \(Z\). A single \(\zeta\) cannot give both limits.

## A potential made from shell densities

Klapisch's potential repairs this by building the screening from charge densities. For one electron in a shell take

\[
D(r)=\frac{\alpha^{n+1}}{n!}r^n e^{-\alpha r},\qquad n=2\lambda+2,
\]

which integrates to one. It is the density of a nodeless Slater-type orbital \(r^{\lambda+1}e^{-\alpha r/2}\). Here \(\lambda\) labels the shape of the density; it is not the angular momentum of an orbital moving in the potential. For a whole shell of principal quantum number \(\nu\), the choice used here is \(\lambda=\nu-1\).

A spherical density acts at \(r\) through the charge inside \(r\) and through the potential of the layers outside:

\[
V(r)=\frac1r\int_0^rD(s)\,ds+\int_r^\infty\frac{D(s)}s\,ds .
\]

Repeated integration by parts gives

\[
\int_x^\infty t^m e^{-t}dt=m!\,e^{-x}\sum_{j=0}^m\frac{x^j}{j!}.
\]

Set \(x=\alpha r\). The enclosed charge is one minus the outer charge:

\[
\int_0^rD\,ds=1-e^{-x}\sum_{j=0}^{n}\frac{x^j}{j!}.
\]

The outer term, multiplied by \(r\), is

\[
r\int_r^\infty\frac Ds\,ds
=\frac xn e^{-x}\sum_{j=0}^{n-1}\frac{x^j}{j!}
=e^{-x}\sum_{j=1}^{n}\frac jn\frac{x^j}{j!},
\]

where the last step renames \(j+1\) as \(j\). Adding the two, the \(j=n\) terms cancel and

\[
V(r)=\frac{1-f_\lambda(\alpha r)}r,\qquad
f_\lambda(x)=e^{-x}\sum_{j=0}^{2\lambda+1}\left(1-\frac j{2\lambda+2}\right)\frac{x^j}{j!}.
\]

For \(\lambda=0\), \(\alpha=2\zeta\), this is the electrostatic potential of the 1s density used above for the two-electron repulsion.

In an atom with \(N\) electrons, each electron is screened by \(N-1\) others. Let shell \(s\) contain \(q_s\) screening electrons, with \(\sum_sq_s=N-1\). Then

\[
U(r)=-\frac Zr+\sum_sq_s\frac{1-f_{\lambda_s}(\alpha_sr)}r
=-\frac1r\left[Z-N+1+\sum_sq_sf_{\lambda_s}(\alpha_sr)\right].
\]

At large \(r\) every \(f\) vanishes, so \(U\to-(Z-N+1)/r\). At small \(x\), \(f_\lambda=1-x/(2\lambda+2)+\cdots\), so

\[
U\to-\frac Zr+\sum_s\frac{q_s\alpha_s}{2\lambda_s+2}.
\]

The nuclear charge is unscreened there, and the shells add a constant. For a neutral atom the tail is \(-1/r\), which supports a Rydberg series. For a singly charged negative ion the Coulomb tail is absent, and a desired excited orbital may not be bound.

## Why one local potential is enough

Two orbitals of the same \(l\) in this potential obey

\[
-\tfrac12P_a''+W_lP_a=\varepsilon_aP_a,\qquad
-\tfrac12P_b''+W_lP_b=\varepsilon_bP_b,
\]

with \(W_l=U+l(l+1)/(2r^2)\). Multiply the first equation by \(P_b\), the second by \(P_a\), and subtract. The terms in \(W_l\) cancel because both orbitals feel the same function:

\[
(\varepsilon_a-\varepsilon_b)P_aP_b
=-\tfrac12(P_bP_a''-P_aP_b'')
=-\tfrac12\frac d{dr}(P_bP_a'-P_aP_b').
\]

Integrate from zero to infinity. Regular solutions behave as \(r^{l+1}\) at the origin and bound solutions decay at infinity, so the boundary terms vanish:

\[
(\varepsilon_a-\varepsilon_b)\langle a|b\rangle=0 .
\]

If the energies were equal, the same derivative would be zero at every \(r\). The bracket \(P_bP_a'-P_aP_b'\) would then keep its value at the origin, zero, and the two functions would be proportional. Different bound orbitals of one \(l\) therefore have different energies and are orthogonal. Orbitals of different \(l\) or \(m\) are orthogonal through their spherical harmonics.

The occupations do not enter this argument. A 4s orbital occupied only in an excited configuration is orthogonal to the 3s orbital of the ground configuration. Determinants with different sets of occupied spin orbitals are then orthogonal too. \(H_0\) does not couple them, although \(H\) may.

If \(a\) belongs to \(U_A\) and \(b\) to \(U_B\), the potential terms leave a remainder:

\[
(\varepsilon_a-\varepsilon_b)\langle a|b\rangle=\langle a|U_A-U_B|b\rangle .
\]

This measures what separate optimisation does to orthogonality. Optimising each potential does nothing to make the right side vanish.

## The energy of a configuration

Let configuration \(C\) have \(q_a\) electrons in subshell \(a\). All its determinants have the same zero-order energy, \(E^{(0)}=\sum_aq_a\varepsilon_a\). Averaging the first-order correction over them gives

\[
E^{(0)}+E^{(1)}=\langle H_0\rangle_C+\langle H-H_0\rangle_C=\langle H\rangle_C .
\]

The average is a trace, so recombining determinants into spectroscopic terms leaves it unchanged.

To evaluate it, define the one-electron energy and the Slater integrals:

\[
I_a=\int_0^\infty\left[\frac{(P_a')^2}{2}+\frac{l_a(l_a+1)}{2r^2}P_a^2-\frac Zr P_a^2\right]dr,
\]
\[
R^k[\rho,\sigma]=\iint\rho(r)\frac{r_<^k}{r_>^{k+1}}\sigma(r')\,dr\,dr',
\]

with \(F^k_{ab}=R^k[P_a^2,P_b^2]\) and \(G^k_{ab}=R^k[P_aP_b,P_aP_b]\). A determinant has a direct minus an exchange integral for each pair of electrons, exchange being present for equal spins. In the average, every allowed pair of spin orbitals from two given subshells has equal weight.

Direct terms: \(\sum_m|Y_{lm}|^2=(2l+1)/(4\pi)\) is spherical, so the average between different subshells is \(F^0\).

Exchange terms: the addition theorem gives \(\sum_mY_{lm}(1)Y_{lm}^*(2)=(2l+1)P_l(\cos\gamma)/(4\pi)\), where \(P_l\) is a Legendre polynomial. Expanding \(1/r_{12}\) in the same polynomials and using

\[
\int_{-1}^1P_{l_a}P_kP_{l_b}\,dt=2t^k_{ab},\qquad
t^k_{ab}=\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2,
\]

the sum over both magnetic quantum numbers is

\[
\frac{(2l_a+1)(2l_b+1)}{16\pi^2}\,8\pi^2\sum_k2t^k_{ab}G^k_{ab}
=(2l_a+1)(2l_b+1)\sum_kt^k_{ab}G^k_{ab}.
\]

The factor \(8\pi^2\) comes from all angles except \(\gamma\). Half of the spin pairs have equal spins, so the average pair energy between different subshells is

\[
v_{ab}=F^0_{ab}-\tfrac12\sum_kt^k_{ab}G^k_{ab}.
\]

Within one subshell there are \(g=4l+2\) spin orbitals and \(g(g-1)\) ordered pairs. Self-pairs may be included in the sums, since their direct and exchange parts cancel. The direct sum is \(g^2F^0\) and the exchange sum is \((g^2/2)\sum_kt^kF^k\). Since \(t^0=1/(2l+1)=2/g\), the \(k=0\) exchange is \(gF^0\). Dividing the difference by \(g(g-1)\) gives

\[
v_{aa}=F^0_{aa}-\frac{2l+1}{4l+1}\sum_{k>0}t^k_{aa}F^k_{aa}.
\]

The configuration energy is therefore

\[
E_C=\sum_aq_aI_a+\sum_a\frac{q_a(q_a-1)}2v_{aa}+\sum_{a<b}q_aq_bv_{ab}.
\]

For a p subshell \(t^2=2/15\), so \(v_{pp}=F^0-\tfrac2{25}F^2\).

This energy is bounded below. Let \(\phi_i\) be the \(d\) orthonormal determinants of \(C\), and \(p_n=\sum_i|\langle n|\phi_i\rangle|^2\) their total weight on eigenstate \(n\) of \(H\). Each \(p_n\) is at most one and the weights add to \(d\). Hence \(\sum_i\langle\phi_i|H|\phi_i\rangle=\sum_np_nE_n\) cannot lie below the sum of the \(d\) lowest energies of that parity. A continuum replaces part of the sum by an integral, with the threshold as the limiting energy. The bound concerns each configuration energy, not a difference of two.

## The algorithm

1. Choose the configurations \(C\), positive weights \(w_C\) with sum one, and the shells \(q_s,\lambda_s\).
2. Choose starting \(\alpha_s\), and use \(\ln\alpha_s\) as variables so that the exponents stay positive.
3. Construct \(U\) and solve the radial equation once for each needed \(l\). All configurations take their orbitals from these solutions.
4. Calculate the Slater integrals and \(W=\sum_Cw_CE_C\).
5. Change the parameters by a simplex search until \(W\) and the parameters settle. Then check the curvature, a second start and a finer grid.

For step 4 the double integral reduces to a differential equation. Write

\[
Y_k=r^{-k}A+r^{k+1}B,\qquad
A=\int_0^rs^k\rho\,ds,\quad B=\int_r^\infty s^{-k-1}\rho\,ds .
\]

In \(Y_k'\) the terms from differentiating \(A\) and \(B\) are \(+\rho\) and \(-\rho\), and cancel. A second differentiation leaves

\[
Y_k''=\frac{k(k+1)}{r^2}Y_k-\frac{2k+1}r\rho,\qquad
R^k[\rho,\sigma]=\int_0^\infty\frac{\sigma Y_k}r\,dr .
\]

The boundary conditions are \(Y_k(0)=0\) and \(Y_k\to r^{-k}\int_0^\infty s^k\rho\,ds\) at large \(r\).

No self-consistency cycle is needed: given the \(\alpha_s\), the potential is known. The price is that the minimum is the best within this family, which need not reach the Hartree–Fock energy.

## Chlorine: one potential or two

Neutral chlorine has \(Z=N=17\). Take the configurations 3s²3p⁵ and 3s²3p⁴4s above filled inner shells. The 16 screening electrons are divided as \(2+8+6\), with \(\lambda=0,1,2\).

Slater's screening rules give starting values. A density is the square of an orbital, so its exponent is twice the orbital exponent:

\[
\alpha_1=2(17-0.30)=33.4,\quad
\alpha_2=\frac{2(17-4.15)}2=12.85,\quad
\alpha_3=\frac{2(17-10.90)}3=4.07 .
\]

Minimising the ground energy changes these to \(26.00\), \(11.04\) and \(3.744\) bohr⁻¹ and lowers the energy by \(2.082\) hartree. A second start reaches the same minimum, and the curvatures in \(\ln\alpha_s\) are positive. This supports a local minimum; it does not prove a global one.

The potential was also optimised for the excited configuration alone, and for the equal-weight mean. Energies in hartree are:

| Optimised for | 3p⁵ | 3p⁴4s | Difference |
|---|---:|---:|---:|
| 3p⁵ | −459.4332 | −459.0641 | 0.3691 |
| 3p⁴4s | −459.3903 | −459.0999 | 0.2904 |
| mean | −459.4243 | −459.0892 | 0.3351 |

A potential fitted to one configuration favours it, so the first difference is too large and the second too small relative to the separately optimised value, \(459.4332-459.0999=0.3333\) hartree. The joint potential costs \(0.0089\) hartree for the ground configuration and \(0.0107\) for the excited one. The split depends on the weights: with \(1/6\) for the ground and \(5/6\) for the excited configuration the costs become \(0.028\) and \(0.001\) hartree, and the difference falls to \(0.307\). With equal weights the costs largely cancel in the excitation energy:

\[
0.0107-0.0089=0.0018\ \text{hartree}.
\]

The joint result, \(0.3351\) hartree or \(9.12\) eV, is a difference of configuration averages. All six determinants of 3p⁵ belong to its one term, ²P. The 30 determinants of 3p⁴4s cover several terms, so this is not the energy of one spectral line. The last digits also belong to the chosen family: other shell assignments move the result by about \(0.002\) hartree, spherical Hartree–Fock orbitals for each configuration give \(0.332\) hartree, and correlation is absent throughout.

The gain in orthogonality can be set against this cost. With 3s from the ground-optimised potential and 4s from the excited-optimised one, the overlap has magnitude \(0.0220\). The two-potential identity gives the same value. In the joint potential, s orbitals integrated separately, one at a time, have overlaps no larger than about \(10^{-11}\). These two configurations have opposite parity, so their overlap and their matrix element of \(H\) vanish in any case; orthogonality matters here for odd operators such as the dipole. For those, the shared potential removes the need for non-orthogonal determinant formulas at a cost of about \(0.01\) hartree in each energy. The matrix element itself is not protected by the energy minimum: the 3p→4s element of \(z\) between two determinants is \(0.48\) bohr in the joint potential and \(0.55\) bohr with separate potentials and the full non-orthogonal formula. If total energies alone are wanted, separate minima are lower.

The joint exponents, \(25.98\), \(11.05\) and \(3.661\) bohr⁻¹, also show how the screening works. At \(r=1\) bohr the innermost shell contributes negligibly to the unscreened charge, and

\[
-rU=1+8f_1(11.05)+6f_2(3.661)\approx1+0.01+2.47=3.48 .
\]

At \(0.1\) bohr the effective charge is \(12.78\), and at \(5\) bohr it is \(1.0003\). The 4s electron thus meets a nearly pure \(-1/r\) tail outside the core.

## How good is the minimum?

A restricted open-shell Hartree–Fock calculation in a finite Gaussian s and p basis gives \(-459.482\) hartree for the ground state. The optimised parametric energy lies \(0.049\) hartree above it. This reference is itself incomplete: it omits correlation and relativity, has a finite basis, and may let the three p orbitals differ in shape.

The virial ratio shows how much of the gap is an error of overall size. If all lengths shrink by a factor \(\kappa\), the kinetic energy \(T\) scales as \(\kappa^2\) and the potential energy \(V\) as \(\kappa\). With \(v=-V/T\),

\[
E(\kappa)=T(\kappa^2-v\kappa),\qquad
E(1)-E_{\min}=T\left(1-\frac v2\right)^2 .
\]

Here \(v=2.00146\), and \(E=T(1-v)\) gives \(T=459.433/1.00146\approx458.8\) hartree. Uniform scaling could therefore recover about \(458.8\times(0.00073)^2\approx0.0002\) hartree. Most of the gap must have another origin than overall size.

The two perturbation orders for the ground configuration are \(E^{(0)}=-264.65\) and \(E^{(1)}=-194.78\) hartree. A count of pairs suggests why the second is large and negative. \(E^{(1)}\) is the true repulsion minus the screening energy contained in \(E^{(0)}\). In \(E^{(0)}\) each of the \(N\) electrons is screened by \(N-1\) units of charge, which makes \(N(N-1)\) pair contributions, whereas \(H\) has only \(N(N-1)/2\) pairs. If the model densities resemble the orbital densities, \(E^{(0)}\) counts each repulsion roughly twice and \(E^{(1)}\) removes the excess; the two parts were not computed separately. The sum is a variational energy, but that alone says nothing about the size of the second order.

For higher excited configurations the energy bound refers to the lowest states of the same parity. It does not ensure that a low average describes the intended states well. There the weights matter, and configuration mixing may have to be added. The common orthonormal orbitals are a suitable basis for it. The numerical output gives the remaining orbital energies and checks.

## Numbers as computed

```
Nuclear charge Z = 17, electrons N = 17
Screening electrons q = (2, 8, 6)  density labels lambda = (0, 1, 2)
Slater-rule starting alpha (1/bohr): [33.4    12.85    4.0667]
Ground energy at start: -457.35096 hartree
Optimised for ground: alpha (1/bohr) = [25.999 11.044  3.744]
  E(3p5) = -459.43322 hartree, E(3p4 4s) = -459.06409 hartree
  objective evaluations: 154
Optimised for excited: alpha (1/bohr) = [25.963 11.054  3.554]
  E(3p5) = -459.39029 hartree, E(3p4 4s) = -459.09989 hartree
  objective evaluations: 139
Optimised for joint: alpha (1/bohr) = [25.977 11.048  3.661]
  E(3p5) = -459.42433 hartree, E(3p4 4s) = -459.08922 hartree
  objective evaluations: 132
Ground energy lowered from start by 2.08226 hartree
Joint potential, mean energy: -459.25677 hartree
Cost of sharing, 3p5: 0.008890 hartree
Cost of sharing, 3p4 4s: 0.010667 hartree
Average excitation energy, joint: 0.33511 hartree
Average excitation energy, joint: 9.119 eV
Excitation from separate minima: 0.33333 hartree
Curvatures in ln(alpha), ground (hartree): [ 1.161 24.257 90.389]
Ground potential, zero-order energy E0: -264.65372 hartree
Ground potential, first-order term E1: -194.77950 hartree
Ground potential, virial ratio -V/T: 2.001461
Joint orbital energy 1s: -100.74506 hartree
Joint orbital energy 2s: -9.09824 hartree
Joint orbital energy 3s: -0.87698 hartree
Joint orbital energy 4s: -0.12971 hartree
Joint orbital energy 2p: -7.01399 hartree
Joint orbital energy 3p: -0.43898 hartree
Joint effective charge -rU at r = 0.1 bohr: 12.7799
Joint effective charge -rU at r = 1.0 bohr: 3.4827
Joint effective charge -rU at r = 5.0 bohr: 1.0003
Largest s-s overlap, one potential, shooting: 1.3e-11
|<3s ground pot.|4s excited pot.>|: 0.022000
Same overlap from potential difference: 0.022000
Ground energy change on finer grid: 4.8e-11 hartree
Determinants averaged: 6 for 3p5, 30 for 3p4 4s
3p5 Gaussian projection, determinants: -459.43269 hartree
3p5 Gaussian projection, Slater integrals: -459.43269 hartree
3p4 4s Gaussian projection, determinants: -459.06356 hartree
3p4 4s Gaussian projection, Slater integrals: -459.06356 hartree
ROHF reference, Gaussian s and p basis: -459.48216 hartree
Radial parametric energy minus ROHF: 0.04894 hartree
```
